# Polarization narrowing of the transport gap in a molecular solid

## Problem

In the gas phase, a molecule has ionization energy $I_g$ and electron affinity $A_g$. The same molecule sits in a nonpolar molecular solid, where an added or missing electron polarizes the surrounding molecules. Model the molecule as a sphere of Born radius $R=0.5$ nm, and the solid around it as a uniform linear dielectric of relative permittivity $\varepsilon=3$.

(a) Find the energy by which the solid stabilizes a singly charged molecular ion, and explain how it divides between attraction to the medium and the cost of polarizing it.

(b) Estimate the change of the transport gap between gas and solid. Apply the result to a model molecule with $I_g=7.00$ eV and $A_g=2.00$ eV.

(c) Determine how a fixed electrostatic potential from permanent charges in the solid affects the ionization energy, the electron affinity and the gap.

(d) Find how much of the effect remains if the medium ends at a radius of 5 nm, and what happens if the electron and hole are not far apart.

(e) Assess how strongly the estimate depends on $R$ and $\varepsilon$.

## Solution

### The gap as a difference of total energies

Let $E(N)$ be the energy of the neutral molecule with $N$ electrons, including the response of its surroundings. The ionization energy and electron affinity are

$$
I=E(N-1)-E(N),\qquad A=E(N)-E(N+1).
$$

With this convention $A$ is positive when the extra electron is bound. The transport gap is the energy needed to create an electron and a hole on two molecules far from each other:

$$
E_t=I-A=E(N-1)+E(N+1)-2E(N).
$$

The gap therefore changes by the sum of the energy shifts of the cation and the anion, minus twice the shift of the neutral molecule. In the Born model the neutral molecule has no net charge and no shift, so two ion energies are needed.

Three assumptions enter here. The net charge of each ion is spherically distributed and lies within $R$; both ions have the same $R$; and $\varepsilon$ describes the electronic response of the neighbours, with the nuclei held in place. Both gaps are thus vertical ones.

### (a) Stabilization of one ion

Let the ion carry charge $q=ze$, with $z=+1$ for the cation and $z=-1$ for the anion. The work of assembling its charge density $\rho$ follows from linearity. When a fraction $\lambda$ of the charge is present, the potential is $\lambda\phi$, where $\phi$ is the final potential. Adding the charge $\rho\,d\lambda$ then costs $\lambda\,d\lambda\int\rho\phi\,dV$, and the total work is

$$
W=\int_0^1\lambda\,d\lambda\int\rho\phi\,dV=\frac12\int\rho\phi\,dV .
$$

To write this in terms of the field, use $\rho=\nabla\cdot\mathbf D$ and $\mathbf E=-\nabla\phi$. The product rule gives

$$
\phi\,\nabla\cdot\mathbf D=\nabla\cdot(\phi\mathbf D)-\mathbf D\cdot\nabla\phi
=\nabla\cdot(\phi\mathbf D)+\mathbf E\cdot\mathbf D .
$$

The first term on the right becomes an integral over a distant surface. There $\phi D$ falls as $1/r^3$ while the area grows as $r^2$, so this integral vanishes. Hence

$$
W=\frac12\int\mathbf E\cdot\mathbf D\,dV .
$$

Gauss's law for $\mathbf D$ gives $4\pi r^2D=q$ outside the sphere. Since $D=\varepsilon_0\varepsilon E$ there,

$$
E(r)=\frac{q}{4\pi\varepsilon_0\varepsilon r^2},\qquad r>R .
$$

Inside the sphere, the field at radius $r$ is fixed by the charge enclosed within $r$. It is the same in the gas and in the solid, because the dielectric begins at $R$. The interior energy therefore cancels from the difference, whatever the spherical charge profile. The exterior energy is

$$
\begin{aligned}
W_{\rm out}(\varepsilon)
&=\int_R^\infty \frac12\varepsilon_0\varepsilon
\left(\frac{q}{4\pi\varepsilon_0\varepsilon r^2}\right)^2 4\pi r^2\,dr\\
&=\frac{q^2}{8\pi\varepsilon_0\varepsilon}\int_R^\infty\frac{dr}{r^2}
=\frac{q^2}{8\pi\varepsilon_0\varepsilon R}.
\end{aligned}
$$

Define $K=e^2/(4\pi\varepsilon_0)=1.4400$ eV nm. Then $W_{\rm out}=Kz^2/(2\varepsilon R)$, and the change from gas to solid is

$$
W_{\rm out}(\varepsilon)-W_{\rm out}(1)
=\frac{Kz^2}{2R}\left(\frac1\varepsilon-1\right)=-Pz^2,
$$

$$
P=\frac{K}{2R}\left(1-\frac1\varepsilon\right).
$$

For $R=0.50$ nm and $\varepsilon=3.0$, the exterior field energy is

$$
\frac{1.4400\ \text{eV nm}}{2\times0.50\ \text{nm}}=1.44\ \text{eV}
$$

in the gas and $1.44/3=0.48$ eV in the solid. The stabilization is

$$
P=1.44\ \text{eV}-0.48\ \text{eV}=0.96\ \text{eV}.
$$

The factor $1/2$ in $P$ has a direct physical meaning. Because the interior fields in gas and solid are equal, the two potentials differ inside the sphere by a constant. Its value can be read off at the surface:

$$
\phi_{\rm solid}(R)-\phi_{\rm gas}(R)
=\frac{ze}{4\pi\varepsilon_0R}\left(\frac1\varepsilon-1\right).
$$

This is the potential produced by the polarized medium. Multiplying it by the full charge $ze$ gives the interaction of the ion with the medium:

$$
\frac{Kz^2}{R}\left(\frac1\varepsilon-1\right)=-2Pz^2 .
$$

For a singly charged ion this is $-1.92$ eV. The net change is $-0.96$ eV, so the remaining $+0.96$ eV is the work spent on polarizing the medium. This work includes both the energy stored in each induced dipole and the interaction of the induced dipoles with one another.

The same division appears for a single polarizable neighbour. A dipole $p$ induced in a field $F$ has energy $-pF+p^2/(2\alpha)$, where $\alpha$ is the polarizability. Setting the derivative with respect to $p$ to zero gives $p=\alpha F$. The attraction is then $-\alpha F^2$, the cost is $+\alpha F^2/2$, and the net energy is $-\alpha F^2/2$.

### (b) Change of the transport gap

The stabilization depends on $z^2$, so it has the same sign for both ions. The medium's polarization reverses with the ion's charge and attracts it in either case. Thus

$$
E_s(N-1)=E_g(N-1)-P,\qquad E_s(N+1)=E_g(N+1)-P,
$$

while $E_s(N)=E_g(N)$; the subscripts $g$ and $s$ denote gas and solid. Inserting these energies in the definitions gives

$$
\begin{aligned}
I_s&=[E_g(N-1)-P]-E_g(N)=I_g-P,\\
A_s&=E_g(N)-[E_g(N+1)-P]=A_g+P.
\end{aligned}
$$

It becomes easier to remove an electron, and an added electron is more strongly bound. Subtracting the two lines,

$$
I_s-A_s=(I_g-A_g)-2P .
$$

The narrowing is therefore

$$
\Delta\equiv2P=\frac{K}{R}\left(1-\frac1\varepsilon\right)
=\frac{1.4400\ \text{eV nm}}{0.50\ \text{nm}}\times0.6667
=1.92\ \text{eV},
$$

or about 1.9 eV ($3.1\times10^{-19}$ J).

For the model molecule, the gas-phase gap is $7.00-2.00=5.00$ eV. In the solid,

$$
I_s=7.00-0.96=6.04\ \text{eV},\qquad
A_s=2.00+0.96=2.96\ \text{eV},
$$

and the gap is $6.04-2.96=3.08$ eV. The second decimal makes the arithmetic visible; the model itself does not justify that precision.

### (c) A fixed potential shifts both levels together

Permanent charges in the solid may produce a potential $\phi_0$ at the molecule. Take it to be uniform over the molecule and independent of the molecule's charge state. It adds $ze\phi_0$ to the energy of an ion and nothing to that of the neutral molecule. The cation energy rises by $e\phi_0$ and the anion energy falls by the same amount, so

$$
\begin{aligned}
I_s&=I_g-P+e\phi_0,\\
A_s&=A_g-(-P-e\phi_0)=A_g+P+e\phi_0.
\end{aligned}
$$

Both quantities rise by $e\phi_0$, which cancels from $I_s-A_s$. The linear term in the charge moves the levels together, while the quadratic polarization term moves them towards each other.

As a numerical case, place a fixed spherical shell of total charge $5e$ in the dielectric, at a radius of 5 nm around the molecule. The shell produces no field inside itself, so its potential at the molecule equals that at the shell:

$$
e\phi_0=\frac{5K}{\varepsilon\,(5\ \text{nm})}
=\frac{5\times1.4400\ \text{eV nm}}{3\times5\ \text{nm}}=0.48\ \text{eV}.
$$

A numerical solution of Poisson's equation for the cation, neutral molecule and anion gives this common rise of 0.48 eV and leaves the narrowing at 1.92 eV. Thus a measured shift of the ionization energy alone does not determine $P$ when $\phi_0$ is unknown. The change of the gap does, within this model.

### (d) Finite medium and finite separation

**A medium of finite radius.** Suppose that the dielectric fills $R<r<r_{\rm out}$, with vacuum beyond. The displacement field still follows from the enclosed charge, so the energy is lowered only in the region that contains the dielectric:

$$
\begin{aligned}
P(r_{\rm out})
&=\frac K2\left(1-\frac1\varepsilon\right)
\int_R^{r_{\rm out}}\frac{dr}{r^2}\\
&=\frac K2\left(1-\frac1\varepsilon\right)
\left(\frac1R-\frac1{r_{\rm out}}\right)
=P\left(1-\frac{R}{r_{\rm out}}\right).
\end{aligned}
$$

For $r_{\rm out}=5.0$ nm the fraction is $1-0.50/5.0=0.90$, and the stabilization is $0.90\times0.96=0.86$ eV per ion. One tenth of $P$ comes from material farther away than 5 nm. A small cluster therefore does not give the full bulk shift. This formula applies to a molecule at the centre of a spherical particle; a molecule at a surface needs a separate calculation.

The formula also shows where the continuum model is weakest. Setting $r_{\rm out}=2R=1.0$ nm gives a fraction of one half. Half of the stabilization thus comes from the first 0.5 nm outside the sphere, where the solid consists of individual neighbours rather than a uniform medium.

**A separated electron–hole pair.** At a distance $d\gg R$, an ion of charge $ze$ produces the potential $ze/(4\pi\varepsilon_0\varepsilon d)$. If the disturbance caused by the second molecular cavity is neglected, the energy of an electron–hole pair is

$$
E_{\rm pair}(d)=E_t-\frac{K}{\varepsilon d}.
$$

At $d=5.0$ nm the attraction is

$$
-\frac{1.4400\ \text{eV nm}}{3\times5.0\ \text{nm}}=-0.096\ \text{eV}.
$$

It vanishes as $d\to\infty$, the limit that defines the transport gap. The neglected cavity term weakens the attraction slightly, by about 4% when the spheres touch at $d=2R$. The expression cannot be continued below $d=2R$, where the charge distributions and cavities overlap.

**An excitation on one molecule.** Consider the opposite limit, with electron and hole on the same molecule. If both distributions are spherical about the same centre and lie within $R$, the enclosed net charge is zero for every $r>R$. Gauss's law then gives no field in the medium and no Born stabilization. In this model the optical excitation energy $E_{\rm opt}$ of the molecule is the same in gas and solid, although the transport gap falls by $2P$. The difference between the two, which measures the binding of the excitation relative to free carriers, changes as

$$
(E_t-E_{\rm opt})_s=(E_t-E_{\rm opt})_g-2P .
$$

A real excitation can have dipole and higher moments, to which the medium does respond. Their contribution is outside this monopole estimate.

### (e) Sensitivity and range of validity

Taking the logarithm of $\Delta=(K/R)(1-1/\varepsilon)$ and differentiating gives

$$
\frac{d\Delta}{\Delta}
=-\frac{dR}{R}+\frac{1/\varepsilon^2}{1-1/\varepsilon}\,d\varepsilon
=-\frac{dR}{R}+\frac{1}{\varepsilon-1}\frac{d\varepsilon}{\varepsilon}.
$$

At $\varepsilon=3$, a small relative change in permittivity has half the effect of an equal relative change in radius. Finite changes give the following values:

| $R$ (nm) | $\varepsilon$ | Narrowing (eV) |
|---|---|---|
| 0.4 | 3.0 | 2.40 |
| 0.5 | 3.0 | 1.92 |
| 0.6 | 3.0 | 1.60 |
| 0.5 | 2.5 | 1.73 |
| 0.5 | 3.5 | 2.06 |
| 0.5 | 4.0 | 2.16 |

A change of only 0.1 nm in the radius moves the result by several tenths of an electronvolt. The Born radius is an effective parameter, since a flat or elongated molecule has no unique spherical radius. The value of 1.9 eV is accordingly an estimate of scale, conditional on the chosen $R$.

The two limits in $\varepsilon$ have a simple interpretation. As $\varepsilon\to1$ the medium does not respond and the narrowing vanishes. As $\varepsilon\to\infty$ the field outside the sphere is completely screened, and the narrowing approaches

$$
\frac KR=\frac{1.4400\ \text{eV nm}}{0.50\ \text{nm}}=2.88\ \text{eV}.
$$

At $\varepsilon=3$ the solid already provides two thirds of this limit.

The estimate presumes a carrier localized on one molecule for long enough that the neighbours' electrons can follow it. This holds when the intermolecular hopping energy is small compared with the electronic excitation energies of the medium. The electronic polarization then follows the molecule on which the charge resides at each instant, so even a carrier shared coherently among several molecules keeps nearly the full $P$. Replacing $R$ by the larger radius of the averaged charge cloud, which gives a smaller polarization energy, is appropriate only for a response slow compared with the hopping. Electronic coupling between molecules also broadens the levels into bands. The lowest electron state then lies below the centre of its band and the highest occupied state above the centre of its own. For a given polarization energy, this narrows the gap further. Nuclear relaxation around the carrier is a separate contribution, excluded here by comparing vertical gaps.

The numerical output below includes the field-energy integrals and the results of the independent solution of Poisson's equation.

## Calculated quantities

```
Born radius R = 0.50 nm
relative permittivity eps = 3.0
K = e^2/(4 pi epsilon_0) = 1.4400 eV nm
dielectric factor 1 - 1/eps = 0.6667
field energy outside R, gas = 1.4400 eV
field energy outside R, solid = 0.4800 eV
polarization energy P, formula = 0.9600 eV
polarization energy P, Poisson = 0.9600 eV
gap narrowing 2P = 1.9200 eV
gap narrowing 2P = 3.076 x 10^-19 J
charge-medium interaction = -1.920 eV
cost of polarizing medium = 0.960 eV
gas IE (model input) = 7.00 eV
gas EA (model input) = 2.00 eV
gas transport gap = 5.00 eV
solid IE = 6.04 eV
solid EA = 2.96 eV
solid transport gap = 3.08 eV
fixed shell charge in test = 5.0 e
fixed shell radius in test = 5.0 nm
common rise of IE and EA from it = 0.480 eV
narrowing with fixed shell = 1.920 eV
outer radius of finite medium = 5.0 nm
fraction of P from finite medium = 0.900
P from finite medium = 0.864 eV
pair attraction at 5.0 nm = -0.096 eV
neutral-pair Born shift = 0.0000 eV
narrowing, R = 0.4 nm, eps = 3.0: 2.40 eV
narrowing, R = 0.6 nm, eps = 3.0: 1.60 eV
narrowing, R = 0.5 nm, eps = 2.5: 1.73 eV
narrowing, R = 0.5 nm, eps = 3.5: 2.06 eV
narrowing, R = 0.5 nm, eps = 4.0: 2.16 eV
upper limit K/R at large eps = 2.88 eV
largest quadrature error in P = 4.4e-16 eV
largest Poisson error in P = 1.4e-06 eV
```
